# The Goldsmid-Sharp gap estimate and unequal electron and hole weighted mobilities, part 1

(Sections cited here and not found follow in the second part.)

## First half: one temperature, variable doping

A bar of lightly doped narrow-gap semiconductor is heated, and its Seebeck coefficient $S$ is recorded. At first $|S|$ grows. Then carriers excited across the gap begin to contribute a voltage of the opposite sign, $|S|$ passes through a peak and falls. A wider gap delays this cancellation and allows a larger peak, so the peak carries information about the gap. The Goldsmid-Sharp estimate is

$$E_{GS}=2e|S|_{\max}T_{\max}. \qquad (1)$$

The question is why this should be close to the gap $E_g$, and what happens when electrons and holes conduct very differently. There are two distinct maxima: the largest $|S|$ obtainable by changing the doping at one temperature, and the largest $|S|$ of one sample as its temperature changes. The first is simpler and is treated in this half. The second is the one used in (1).

### One band

Let $e>0$ be the elementary charge, $k$ Boltzmann's constant and $\zeta$ the chemical potential. Electron energies $E$ and $\zeta$ are measured from the conduction-band edge. In the relaxation-time approximation, an electric field $\mathcal E$ and a temperature gradient along $x$ change the equilibrium occupation $f$ by $f_1$, where

$$v_x\frac{\partial f}{\partial x}-e\mathcal E\,v_x\frac{\partial f}{\partial E}=-\frac{f_1}{\tau}.$$

The second term is the force $-e\mathcal E$ times the derivative of $f$ with respect to crystal momentum, which is $v_x\,\partial f/\partial E$. Since $f$ depends on $(E-\zeta)/kT$,

$$\frac{\partial f}{\partial x}=\left(-\frac{\partial f}{\partial E}\right)\left[\frac{d\zeta}{dx}+\frac{E-\zeta}{T}\frac{dT}{dx}\right].$$

Hence

$$f_1=-\tau v_x\left(-\frac{\partial f}{\partial E}\right)\left[e\mathcal E+\frac{d\zeta}{dx}+\frac{E-\zeta}{T}\frac{dT}{dx}\right].$$

The current density is $j=-e\int g\,v_xf_1\,dE$, with $g$ the density of states and $v_x^2$ averaged over directions. Define $\mathcal E^*=\mathcal E+(1/e)\,d\zeta/dx$, the field that a voltmeter senses, and

$$\sigma=e^2\int g v_x^2\tau\left(-\frac{\partial f}{\partial E}\right)dE .$$

Then $j=\sigma(\mathcal E^*-S\,dT/dx)$, with

$$S=-\frac{\langle E-\zeta\rangle}{eT}, \qquad (2)$$

where the average is weighted by the integrand of $\sigma$. At zero current, $\mathcal E^*=S\,dT/dx$. The Seebeck coefficient is thus the mean energy of the conducting electrons, measured from the chemical potential, per unit charge and temperature.

Take a parabolic band with $\tau\propto E^r$. Then $g\propto E^{1/2}$ and $v_x^2\propto E$, so the weight is $E^{r+3/2}$ times the thermal factor. With Boltzmann statistics, $-\partial f/\partial E\propto e^{-E/kT}$. Writing $x=E/kT$ in the integrals and integrating the numerator by parts gives

$$\langle x\rangle=\frac{\int_0^\infty x^{r+5/2}e^{-x}dx}{\int_0^\infty x^{r+3/2}e^{-x}dx}=r+\frac52\equiv\delta .$$

With $\eta=\zeta/kT$, the electron band therefore has

$$S_n=-\frac ke(\delta-\eta). \qquad (3)$$

For acoustic-phonon scattering the rate follows the density of states, so $r=-1/2$ and $\delta=2$.

As a limit, remove electrons: $\eta\to-\infty$ and $|S_n|$ grows without bound. One band has no maximum in the nondegenerate regime and knows nothing of a gap. The minority carriers must supply both.

### Two equal bands

Put the valence edge at $-E_g$ and define $\varepsilon=E_g/kT$. A valence state at depth $xkT$ below its edge has $E-\zeta=-kT(x+\varepsilon+\eta)$. Equation (2) holds for this band too. The function $-\partial f/\partial E$ is even about $\zeta$, so far from $\zeta$ its decay is again exponential in $x$. With the same exponent $r$, $\langle x\rangle=\delta$, and

$$S_p=+\frac ke(\delta+\varepsilon+\eta). \qquad (4)$$

Because (2) averages over all conducting states, the bands combine in proportion to their conductivities:

$$S=\frac{\sigma_nS_n+\sigma_pS_p}{\sigma_n+\sigma_p}. \qquad (5)$$

The electron density follows from

$$n=\int g\,e^{\eta-E/kT}dE=N_ce^\eta,\qquad N_c=2\left(\frac{2\pi m_nkT}{h^2}\right)^{3/2},$$

where $m_n$ is the density-of-states mass, including valley degeneracy. Here $g=(2m_n/\hbar^2)^{3/2}E^{1/2}/(2\pi^2)$ and $\int_0^\infty x^{1/2}e^{-x}dx=\sqrt\pi/2$ were used. Likewise $p=N_ve^{-\eta-\varepsilon}$, with mass $m_p$. Define mobilities by $\sigma_n=en\mu_n$ and $\sigma_p=ep\mu_p$. In Boltzmann statistics they do not depend on $\eta$, because conductivity and density share the same exponential factor.

For equal masses and mobilities, $\sigma_p/\sigma_n=e^{-2\eta-\varepsilon}$. Let

$$u=\frac12\ln\frac{\sigma_p}{\sigma_n}=-\eta-\frac\varepsilon2 .$$

The conductivity shares are

$$\phi_n=\frac{e^{-u}}{2\cosh u},\qquad \phi_p=\frac{e^u}{2\cosh u},$$

with $\phi_n+\phi_p=1$ and $\phi_p-\phi_n=\tanh u$. Set $a=\delta+\varepsilon/2$. Then

$$\delta+\varepsilon+\eta=a+\left(\eta+\frac\varepsilon2\right),\qquad \delta-\eta=a-\left(\eta+\frac\varepsilon2\right).$$

With $s=eS/k$, equation (5) becomes

$$s=\phi_p\left[a+\eta+\frac\varepsilon2\right]-\phi_n\left[a-\eta-\frac\varepsilon2\right]=a\tanh u+\eta+\frac\varepsilon2=a\tanh u-u. \qquad (6)$$

At $u=0$ the two carriers cancel and $s=0$. For $u\gg1$, $s\to a-u=\delta+\varepsilon+\eta$, which is the pure hole result.

At fixed temperature, changing the doping changes $u$ and leaves $a$ fixed. Thus

$$\frac{ds}{du}=a\,\mathrm{sech}^2u-1=0\quad\Longrightarrow\quad\cosh^2u=a. \qquad (7)$$

For $a>1$ there are two solutions, $u=\pm w_0$ with $w_0=\mathrm{arccosh}\sqrt a$. The second derivative, $-2a\,\mathrm{sech}^2u\tanh u$, makes the positive solution a maximum and the negative one a minimum. Since $\tanh w_0=\sqrt{1-1/a}$, both peaks have magnitude

$$G(a)=\sqrt{a(a-1)}-\mathrm{arccosh}\sqrt a. \qquad (8)$$

These are peaks with the sign of the majority carrier. At much larger $|u|$, (6) reverses sign, but there $\zeta$ has entered the majority band and Boltzmann statistics no longer apply.

### Why the result resembles the gap

For large $a$,

$$\sqrt{a(a-1)}=a-\frac12-\frac1{8a}+\cdots .$$

Also $\mathrm{arccosh}\sqrt a=\ln(\sqrt a+\sqrt{a-1})$, and $\sqrt{a-1}=\sqrt a\,(1-1/2a+\cdots)$, so

$$\mathrm{arccosh}\sqrt a=\ln\left[2\sqrt a\left(1-\frac1{4a}+\cdots\right)\right]=\frac12\ln4a-\frac1{4a}+\cdots .$$

Subtracting and doubling,

$$2G=2a-1-\ln4a+\frac1{4a}+O(a^{-2}). \qquad (9)$$

For $\delta=2$, $2a=\varepsilon+4$. Dropping the small reciprocal term gives

$$\frac{2e|S|_{\max}T}{kT}\simeq\varepsilon+3-\ln(8+2\varepsilon). \qquad (10)$$

The first term is the true gap in units of $kT$. The constant and the logarithm are corrections of order $kT$ with opposite signs. In (10) they cancel at $8+2\varepsilon=e^3$, or $\varepsilon=6.04$; the full expression (8) puts the crossing at $\varepsilon=6.56$. The ratio $E_{GS}/E_g$ is 1.034 at $\varepsilon=5$, 0.970 at 10 and 0.958 at 20. At still larger $\varepsilon$ the absolute error grows as $kT\ln\varepsilon$, while the relative error tends to zero as $(\ln\varepsilon)/\varepsilon$.

The factor 2 has a simple origin. Near balance the chemical potential lies near midgap, so an average carrier transports about $E_g/2$ plus thermal energy. For the values of $\varepsilon$ listed above, the minority contribution and the shift of $\zeta$ away from midgap together roughly cancel this thermal surplus. The close agreement depends on $\delta$, and is a numerical near-cancellation rather than an identity.

### Unequal weighted mobilities

Now let masses and mobilities differ. The conductivity ratio becomes

$$\frac{\sigma_n}{\sigma_p}=b\,e^{2\eta+\varepsilon},\qquad b=\frac{\mu_nm_n^{3/2}}{\mu_pm_p^{3/2}}. \qquad (11)$$

The product of mobility and mass to the power $3/2$, with mass in units of the free-electron mass, is the weighted mobility. It measures how well a band conducts at a given distance of its edge from $\zeta$. Keeping $u=\frac12\ln(\sigma_p/\sigma_n)$,

$$u=-\eta-\frac\varepsilon2-\frac12\ln b .$$

The steps leading to $s=a\tanh u+\eta+\varepsilon/2$ did not use $b=1$. Substituting for $\eta$ gives

$$s=a\tanh u-u-\frac12\ln b. \qquad (12)$$

The last term is constant at fixed temperature, so (7) is unchanged. The two majority-sign peaks are

$$|s|_{\max}=G(a)\pm\frac12\ln b, \qquad (13)$$

with the upper sign for n-type material. Here "n-type" and "p-type" name the carrier that dominates the current. This is usually also the more numerous carrier, but not if its mobility exceeds that of the other by a factor of more than about $4a$. The optimum then requires net doping of the opposite type, and samples doped in the usual sense stay below (13). For a p-type peak to exist with positive $S$, the right side must be positive. The estimates are

$$E_{GS}^{(n)}=2kTG(a)+kT\ln b,\qquad E_{GS}^{(p)}=2kTG(a)-kT\ln b. \qquad (14)$$

Exchanging electrons and holes sends $b$ to $1/b$ and exchanges the two results, as it must. At $b=1$ they coincide.

The physical reason is visible in (7). At either optimum the minority carriers have the same share of the conductivity,

$$\frac12(1-\tanh w_0)=\frac12\left(1-\sqrt{1-\frac1a}\right)\simeq\frac1{4a}.$$

If electrons have the larger weighted mobility, n-type material can be diluted further before holes reach this share. The chemical potential moves away from the conduction edge by an extra $\frac12kT\ln b$, and each electron transports that much more energy. In p-type material the same inequality forces heavier doping, and each hole transports less.

At 400 K, $kT=0.03447$ eV. A gap of 0.30 eV gives $\varepsilon=8.70$, and the estimate is 0.293 eV for $b=1$. For $b=10$, $kT\ln b=0.079$ eV, so (14) gives 0.373 eV for n-type and 0.214 eV for p-type. For $b=100$ it gives 0.452 and 0.135 eV. These two doping optima describe the same gap at the same temperature, yet differ by more than a factor of three.

### When the disfavoured carrier becomes degenerate

The p-type optimum for large $b$ needs many holes, so the Boltzmann assumption fails there first. Let $\eta_h=-\eta-\varepsilon$ and $z=e^{\eta_h}$. For $r=-1/2$, Fermi-Dirac statistics make the hole conductivity proportional to $\ln(1+z)=z(1-z/2+\cdots)$, while the mean hole energy becomes

$$\langle x\rangle=\frac{2(z-z^2/4+\cdots)}{z-z^2/2+\cdots}=2+\frac z2+\cdots .$$

The numerator is $\int x^2(-\partial f/\partial x)dx=2\int xf\,dx$, with $f=ze^{-x}-z^2e^{-2x}+\cdots$. Two changes follow: $s_p$ rises by $z/2$, and the hole share falls by $\phi_n\phi_pz/2$. The bands' coefficients differ by $s_p-s_n=2a$, while at the optimum $\phi_n\phi_p=1/(4\cosh^2u)=1/(4a)$. Reoptimizing the doping adds nothing at first order, so

$$\Delta s=\phi_p\frac z2-\frac1{4a}\frac z2(2a)=\frac z2\left(\phi_p-\frac12\right)=\frac z4\tanh w_0>0.$$

Slight degeneracy raises the p-type estimate. Full Fermi-Dirac integrals at 400 K give 0.217 eV for $b=10$ and 0.144 eV for $b=100$. The n-type values change by no more than about 0.001 eV. Degeneracy softens the error without removing it.

Equation (14) also offers a remedy. If both n-type and p-type doping optima are known at one temperature, their difference gives $2kT\ln b$ and their mean gives $2kTG(a)$. Applied to the Fermi-Dirac values for $b=10$, whose mean is 0.295 eV, this inversion returns $E_g=0.302$ eV and $b=9.6$. It requires a known scattering exponent and the same band structure in both doping series.

## Second half: one sample, variable temperature

The symbols carried over are $\varepsilon=E_g/kT$, $a=\delta+\varepsilon/2$, the electron-to-hole weighted-mobility ratio $b$, and $u=\frac12\ln(\sigma_p/\sigma_n)$. With $s=eS/k$, the two-band result is

$$s=a\tanh u-u-\frac12\ln b. \qquad (15)$$

At fixed temperature its doping optima satisfy $\cosh^2u=a$ and have magnitudes $G(a)\pm\frac12\ln b$, with plus for n-type and $G(a)=\sqrt{a(a-1)}-\mathrm{arccosh}\sqrt a$. The electron and hole densities are $n$ and $p$. Boltzmann statistics, parabolic bands and a common scattering exponent remain assumed.

### How heating moves a doped sample

In a real temperature sweep the doping is fixed. Suppose that all dopants are ionized, so that charge neutrality requires

$$n-p=N, \qquad (16)$$

where $N$ is the donor minus the acceptor density. It is positive in n-type material. Let the gap and the mobility ratio $c=\mu_n/\mu_p$ be independent of temperature. The individual mobilities may vary, provided that they do so in proportion.

From $\sigma_p/\sigma_n=p/(nc)=e^{2u}$ and $np=n_i^2$,

$$n=\frac{n_i}{\sqrt c}e^{-u},\qquad p=n_i\sqrt c\,e^u. \qquad (17)$$

The intrinsic density is $n_i=\sqrt{N_cN_v}\,e^{-\varepsilon/2}$. Since $N_c$ and $N_v$ vary as $T^{3/2}$ and $d\varepsilon/d\ln T=-\varepsilon$,

$$\frac{d\ln n_i}{d\ln T}=\frac32+\frac\varepsilon2=\frac{3+\varepsilon}2\equiv\lambda .$$

Let a prime denote $d/d\ln T$. Equation (17) gives $n'=n(\lambda-u')$ and $p'=p(\lambda+u')$. Because $N$ is fixed, $n'=p'$, and therefore

$$u'=\lambda\frac{n-p}{n+p}. \qquad (18)$$

Two limits show what this says. In a strongly n-type sample, $p\ll n$ and $u'=\lambda$: $u$ starts large and negative and rises towards balance as holes are excited. In intrinsic material, $n=p$ and $u'=0$: heating adds both carriers equally and leaves their conductivity ratio alone.

### The temperature peak

Differentiate (15), using $a'=-\varepsilon/2$ and constant $b$:

$$s'=(a\,\mathrm{sech}^2u-1)u'-\frac\varepsilon2\tanh u=0 .$$

Division by $u'$ from (18) gives

$$a\,\mathrm{sech}^2u=1+\frac{\varepsilon}{3+\varepsilon}\,\tanh u\,\frac{n+p}{n-p}. \qquad (19)$$

When the majority carriers also carry most of the current, $\tanh u$ and $n-p$ have opposite signs. The added term is then negative, so $\cosh^2u>a$. The temperature peak lies on the extrinsic side of the doping optimum: minority carriers have a smaller conductivity share than they would have at the doping optimum for that same temperature.

The derivative explains the direction. If a heated sample reached $\cosh^2u=a$, the first term of $s'$ would vanish, while the second would still reduce the majority-sign Seebeck coefficient. It does so because $a$ contains $E_g/2kT$, which shrinks on heating. The peak has already been passed.

At its peak temperature, a sample in the nondegenerate regime cannot exceed the best doping for that temperature. Thus

$$2e|S|_{\max}T_{\max}<2kT_{\max}G(a)\pm kT_{\max}\ln b, \qquad (20)$$

where $a$ is evaluated at $T_{\max}$ and the sign follows that of $S$ at the peak: upper for negative $S$, lower for positive $S$, whatever the sign of $N$. The inequality is strict for finite $\varepsilon>0$ because (19) then differs from $\cosh^2u=a$.

At fixed temperature, the best doping gives a gap estimate shifted by $\pm kT\ln b$ when the bands are unequal, and a nondegenerate sample at its own temperature peak stays below that optimum. What remains is to find an explicit estimate for the temperature peak, try it on worked samples, and see what the neglected effects change.

All numerical values are calculated from the stated model.
